# Pitting survival under time-dependent initiation and its Weibull limit

Suppose that pitting times measured on 10 cm² coupons are to be turned into a lifetime for 1 cm² of the same surface. If pits start at a constant rate, the characteristic time grows tenfold. If the rate falls with time as $t^{-0.4}$, it grows 46-fold. A second error threatens when pit initiation is counted from current transients. Most transients come from metastable pits that soon repassivate, so their rate is not the rate of failure. Both matters are settled by deriving the survival probability from the birth and death of individual pits.

## Assumptions

A surface of area $A$ is exposed at $t=0$, when it carries no live pits. Survival means that no pit has yet become stable; $S(t)$ is its probability.

**A1. Independent nucleation.** Metastable pits nucleate with rate density $\lambda(t)\ge 0$, in number per area and time. This function is prescribed and does not depend on earlier pits. Divide area and time into small cells, and let $m_j$ be the integral of $\lambda$ over cell $j$. The cells are independent. A cell holds one nucleation with probability $m_j+O(m_j^2)$ and more than one with probability $O(m_j^2)$. Given one nucleation, its time is distributed within the cell in proportion to $\lambda$.

**A2. Independent fate.** A pit has become stable by age $\tau$ with probability $F(\tau)$, whatever the other pits do. Since some pits die, $F(\infty)$ may be less than 1.

**A3. Finite number.** The integral $\int_0^t\lambda(u)\,du$ is finite for every finite $t$.

## Lemma 1: survival for any rate

Under A1 to A3,

$$S(t)=\exp\left[-A\int_0^t\lambda(u)\,F(t-u)\,du\right].\tag{1}$$

**Proof.** A pit born at time $u$ has age $t-u$ at time $t$. Cell $j$ has therefore produced a stable pit by time $t$ with probability

$$q_j=\int_{\text{cell }j}\lambda(u)F(t-u)\,du\,dA+O(m_j^2).$$

Survival requires that every cell has failed to do so. By independence, $S=\prod_j(1-q_j)$, and

$$-\ln S=-\sum_j\ln(1-q_j)=\sum_j\left[q_j+O(q_j^2)\right].$$

Because $F\le1$, $q_j$ is at most of order $m_j$. All the errors together are thus bounded by a constant times

$$\sum_j m_j^2\le \left(\max_j m_j\right)\sum_j m_j=\left(\max_j m_j\right)A\int_0^t\lambda\,du .$$

The last integral is finite by A3, and $\max_j m_j$ tends to zero as the cells shrink. The sum of the $q_j$ becomes the integral in (1). ∎

The exponent $x(t)=-\ln S(t)$ is the expected number of pits that would have become stable by time $t$ if nucleation continued undisturbed. It is proportional to the area because independent patches multiply their survival probabilities.

## Lemma 2: death and a critical age

Let a metastable pit die at constant rate $\mu$ unless it reaches the critical age $\tau_c$, at which it becomes stable. Then

$$S(t)=\exp\left[-Ap\int_0^{t-\tau_c}\lambda(u)\,du\right]\quad(t>\tau_c),\qquad p=e^{-\mu\tau_c},\tag{2}$$

and $S=1$ for $t\le\tau_c$.

**Proof.** The probability $Q(\tau)$ that a pit is alive at age $\tau<\tau_c$ obeys $dQ/d\tau=-\mu Q$ with $Q(0)=1$, so $Q=e^{-\mu\tau}$. The pit reaches $\tau_c$ with probability $p$. Hence $F(\tau)=0$ for $\tau<\tau_c$ and $F(\tau)=p$ afterwards. In (1), $F(t-u)=p$ requires $u\le t-\tau_c$, which sets the upper limit. ∎

Death thus multiplies the nucleation rate by $p$, and the critical age delays the result. Below, $w=t-\tau_c$ denotes the time up to the nucleation of the first successful pit. All successful pits wait the same further time $\tau_c$, so the first to nucleate is also the first to become stable.

## Theorem: power-law ageing

Let the conditions of Lemma 2 hold, and let the rate be

$$\lambda(t)=\lambda_1\left(\frac{t}{t_1}\right)^{-a},\qquad a<1,\tag{3}$$

where $\lambda_1>0$ is the rate density at the reference time $t_1$. Then for $t>\tau_c$

$$S(t)=\exp\left[-\left(\frac{t-\tau_c}{\eta}\right)^{\beta}\right],\quad \beta=1-a,\quad \eta=t_1\left(\frac{\beta}{Ap\lambda_1t_1}\right)^{1/\beta}.\tag{4}$$

Conversely, if (2) gives a law of the form (4) with some $\beta>0$, then $\lambda$ is a power law with $a=1-\beta$, apart from instants of zero total duration.

**Proof.** With $y=u/t_1$,

$$\int_0^w\lambda\,du=\lambda_1t_1\int_0^{w/t_1}y^{-a}dy=\frac{\lambda_1t_1}{1-a}\left(\frac{w}{t_1}\right)^{1-a}.$$

The lower limit contributes nothing because $1-a>0$. With $\beta=1-a$, the exponent in (2) is

$$x=\frac{Ap\lambda_1t_1}{\beta}\left(\frac{w}{t_1}\right)^\beta .$$

Setting $x=1$ at $w=\eta$ gives $(\eta/t_1)^\beta=\beta/(Ap\lambda_1t_1)$, which is the stated $\eta$, and then $x=(w/\eta)^\beta$.

For the converse, equate the exponents of (2) and (4):

$$Ap\int_0^w\lambda(u)\,du=\left(\frac{w}{\eta}\right)^\beta .$$

Differentiation with respect to $w$ gives $\lambda(w)=\beta w^{\beta-1}/(Ap\,\eta^\beta)$. ∎

Equation (4) is a Weibull law with shape $\beta$, scale $\eta$ and delay $\tau_c$. In the variable $w$ it is the two-parameter Weibull law. Taking logarithms twice gives

$$\ln(-\ln S)=\beta\ln w-\beta\ln\eta,$$

a straight line of slope $\beta$, called the Weibull plot. A constant rate, $a=0$, gives the exponential law. A falling rate, $0<a<1$, gives $\beta<1$: once the delay $\tau_c$ has passed, the longer a surface has survived, the less likely it is to fail in the next interval of given length. A rising rate, $a<0$, gives $\beta>1$.

## Corollary: area and moments

At fixed rate and fixed $p$, (4) gives $\eta\propto A^{-1/\beta}$. The median follows from $(w/\eta)^\beta=\ln2$:

$$t_{\rm med}=\tau_c+\eta(\ln2)^{1/\beta}.$$

For the mean, integrate the survival probability with $y=(w/\eta)^\beta$, so that $dw=(\eta/\beta)y^{1/\beta-1}dy$:

$$\langle w\rangle=\int_0^\infty S\,dw=\frac{\eta}{\beta}\int_0^\infty y^{1/\beta-1}e^{-y}dy=\frac{\eta}{\beta}\Gamma\!\left(\frac1\beta\right)=\eta\,\Gamma\!\left(1+\frac1\beta\right).$$

The same substitution gives

$$\langle w^2\rangle=\int_0^\infty2wS\,dw=\frac{2\eta^2}{\beta}\Gamma\!\left(\frac2\beta\right)=\eta^2\Gamma\!\left(1+\frac2\beta\right).$$

The mean pitting time is $\tau_c+\langle w\rangle$, and the standard deviation is $\sqrt{\langle w^2\rangle-\langle w\rangle^2}$, which the delay does not affect.

## Worked example

Take a 10 cm² coupon with $\lambda_1=0.005$ cm⁻² s⁻¹ at $t_1=1000$ s, $a=0.4$, $\mu=0.1$ s⁻¹ and $\tau_c=60$ s. Then

$$p=e^{-6}=0.00248,\qquad Ap\lambda_1t_1=10\times0.00248\times0.005\times1000=0.124,$$

$$\beta=0.6,\qquad \eta=1000\left(\frac{0.6}{0.124}\right)^{1/0.6}\text{ s}\approx13\,850\text{ s}=3.85\text{ h}.$$

By $w=\eta$ about 40 metastable pits have nucleated per cm², or 403 on the coupon. Multiplication by $p$ gives one expected stable pit, as the definition of $\eta$ demands. Counting each nucleation as a failure would overstate the exponent by the factor $1/p$, about 400.

The survival probability is 0.81 at 1060 s, 0.67 at 3060 s, 0.44 at 10 060 s and 0.21 at 29 060 s. The median is 2.11 h, the mean 5.81 h and the standard deviation 10.2 h. The mean is far above the median because the falling rate leaves a long tail of late failures. The delay is only 0.4 % of $\eta$.

For 1 cm², with all else fixed, the scale rises by $10^{1/0.6}=46.4$ to 179 h. This extrapolation assumes that the same power law continues for the whole of that time.

## Remark 1: a film that is already old

Let the film have age $s$ when exposure begins, and let the rate depend on film age. Then $\lambda(u)$ is replaced by $\lambda(u+s)$, and the integral runs from $s$ to $s+w$:

$$x(w)=\frac{(w+s)^\beta-s^\beta}{\eta^\beta}.\tag{5}$$

Here $\eta$ is still the scale for a fresh film. The local slope of the Weibull plot is

$$\frac{d\ln x}{d\ln w}=\frac{\beta w(w+s)^{\beta-1}}{(w+s)^\beta-s^\beta}.$$

For $w\ll s$ the denominator is approximately $\beta ws^{\beta-1}$ and the slope is 1, because the rate hardly changes over so short a time. For $w\gg s$ the slope tends to $\beta$. The pure Weibull law therefore requires ageing and exposure to start together, unless $\beta=1$.

With $s=1$ h, the survival probability at $w=\eta$ rises from 0.368 to 0.495. The slope is 0.94 at $0.1\eta$, 0.78 at $\eta$ and 0.66 at $10\eta$. Even the last value is above the true $\beta=0.6$, so a straight-line fit would understate the ageing exponent.

The power law (3) also diverges at $t=0$ when $a>0$. Replacing $t$ by $t+1$ s removes the divergence. By (5) with $s=1$ s, the exponent at $\eta$ changes from 1 to 0.997, so this cut-off is harmless here.

## Remark 2: faster ageing

If $a\ge1$, the integral of (3) from zero diverges. A3 fails, and the model would predict a stable pit immediately after $\tau_c$. A non-zero initial age $s$ restores a finite result. Write $q=Ap\lambda_1t_1$. For $a=1$,

$$x=q\int_s^{s+w}\frac{du}{u}=q\ln\left(1+\frac ws\right),\qquad S=\left(1+\frac ws\right)^{-q}.$$

Survival then decays as a power of time. For $a>1$ the exponent stays finite even after unlimited exposure:

$$x(\infty)=q\int_{s/t_1}^{\infty}y^{-a}dy=\frac{q}{a-1}\left(\frac{s}{t_1}\right)^{1-a}.$$

A fraction $e^{-x(\infty)}$ of the surfaces never pits. Keep $\lambda_1$, $t_1$ and the other parameters fixed, with $s=1$ h and $q=0.124$. For $a=1$ the survival probability at $w=13\,850$ s is 0.82; for $a=1.5$ the fraction that never pits is 0.88.

This fraction exists only if the integral of the rate over unlimited time is finite; a falling rate alone is not enough, as $a=0.4$ shows. A constant floor $\lambda_f$ under the rate adds $Ap\lambda_fw$ to the exponent, which finally causes every surface to fail. In the original example with $a=0.4$ and a fresh film, a floor of $5\times10^{-4}$ cm⁻² s⁻¹ adds 0.17 at $\eta$ and lowers survival there from 0.368 to 0.310. Relative to the ageing term, the floor term grows as $w/w^\beta=w^a$. At the 179 h scale of the 1 cm² surface it has reached $0.17\times46.4^{0.4}\approx0.8$ of the ageing term. The extrapolation to small area is thus much more exposed to a floor than the original result.

## Remark 3: two kinds of disorder

**Differences between pits.** Let the critical age vary from pit to pit with density $g(\tau)$. A pit with critical age $\tau$ reaches it with probability $e^{-\mu\tau}$. Applying (2) to each class of pits and adding the exponents gives

$$x(t)=A\int_0^t g(\tau)e^{-\mu\tau}\left[\int_0^{t-\tau}\lambda(u)\,du\right]d\tau.$$

For a Gaussian $g$ with mean $\tau_c$ and standard deviation $\sigma$, complete the square:

$$-\frac{(\tau-\tau_c)^2}{2\sigma^2}-\mu\tau=-\frac{(\tau-\tau_c+\mu\sigma^2)^2}{2\sigma^2}-\mu\tau_c+\frac{\mu^2\sigma^2}{2}.$$

The successful pits therefore have mean critical age $\tau_c-\mu\sigma^2$, and

$$p\to e^{-\mu\tau_c+\mu^2\sigma^2/2}.$$

This holds when $\tau_c-\mu\sigma^2$ is several times $\sigma$, so that the unphysical negative ages carry negligible weight. Once $t$ exceeds the mean critical age of the successful pits by a time long compared with $\sigma$, the inner integral can be evaluated at that mean age. The Weibull shape then survives, with a new scale and delay.

For $\sigma=10$ s the delay becomes 50 s and $p$ rises by $e^{0.5}=1.65$. Since $\eta\propto p^{-1/\beta}$, the scale falls from 13 850 s to 6020 s. The 16 % of pits with critical ages below 50 s, one standard deviation under the mean, supply half of the successes.

**Differences between coupons.** Now let all pits on one coupon share a rate factor $G$ that varies between coupons. Survival must be averaged after exponentiation. Take a gamma distribution for $G$ with mean 1 and variance $v$. With $k=1/v$,

$$\langle e^{-Gx}\rangle=\int_0^\infty\frac{G^{k-1}e^{-G(1/v+x)}}{\Gamma(k)v^k}dG=\frac{(1/v+x)^{-k}}{v^k}=(1+vx)^{-1/v}.\tag{6}$$

As $v\to0$ this returns to $e^{-x}$. For finite $v$ the Weibull plot has $-\ln S=\ln(1+vx)/v$. Using $dx/d\ln w=\beta x$, its slope is

$$\frac{d\ln(-\ln S)}{d\ln w}=\frac{\beta vx}{(1+vx)\ln(1+vx)}.$$

This starts at $\beta$ and falls as $x$ grows: the weak coupons fail first and leave the better ones. A slope below 1 is therefore not by itself proof of ageing, since (6) gives one even for $\beta=1$.

To size the effect, let $\mu\tau_c=6$ have a Gaussian spread of 5 % between coupons, a standard deviation of 0.3. Then $p$ is lognormal, with relative variance $v=e^{0.3^2}-1=0.094$, or a relative standard deviation of 31 %. Use this $v$ in (6) and keep the mean rate fixed. At $x=1$ survival is 0.385 instead of 0.368, and the slope is 0.57. At $x=3$ survival is 0.071 instead of 0.050, and the slope is 0.53. Averaging over the lognormal distribution itself by numerical quadrature gives 0.070 at $x=3$, so the choice of the gamma form matters little here.

## Remark 4: sites and interactions

Pits may start at inclusions that can each be used once. Let there be $N$ independent sites, each having nucleated a pit by time $w$ with probability $1-e^{-H}$, where $H$ is its integrated rate. A site has produced a successful pit with probability $p(1-e^{-H})$, so

$$x=-N\ln\left[1-p(1-e^{-H})\right]\approx pNH\left(1-\frac H2\right)$$

for small $p$ and $H$. With an assumed $10^4$ sites per cm², $H=40.3/10^4=0.0040$ at $\eta$, and the exponent is 0.998 instead of 1. At the 179 h scale of the 1 cm² surface $H$ is ten times larger, 0.040, and the exponent is 0.98, which lengthens that scale by about 3.5 %. Consumption of sites is a small effect at that density, though not if active sites are as few as the pits that nucleate.

Interaction between pits is less easily dismissed. Suppose that a pit alters nucleation within a radius of 0.1 cm. The expected number of earlier pits in such a zone is its area times the nucleation density during the memory time. At $\eta$ this is $5\times10^{-4}$ for a memory of 10 s, the mean pit lifetime $1/\mu$, but 0.056 for 1000 s. It is larger at most earlier times, when pits nucleate faster, though it starts from zero when exposure begins. For the 1000 s memory it peaks at 0.26 at $t=1000$ s, and its average up to $\eta$, weighted by the nucleation rate, is 0.10. If each earlier pit changes the local rate by a fraction of order one, the second case changes the rate at $\eta$ by several per cent. Survival depends on the integrated rate, however, so the exponent at $\eta$ changes by about 10 %, and the scale, through the power $1/\beta$, by about 17 %. Strong mutual activation would break A1, and (1) would no longer follow.

## The model beside a real surface

The example is meant for a passive alloy in a chloride solution, at a potential where most pits repassivate but a few become stable. Its parameters are round values chosen for illustration. Nucleation rates and pit lifetimes depend strongly on surface finish, inclusions, chloride content and potential, so 3.85 h is not a prediction for a particular alloy. The scale is very sensitive to the product $\mu\tau_c$, which the model takes as fixed. Since $\eta\propto e^{\mu\tau_c/\beta}$, a common increase of 5 % multiplies the scale by $e^{0.3/0.6}=1.65$, to 22 800 s. Drift of potential or temperature can act through this product. A film formed in air before immersion breaks the assumption of a common starting time; if it ages by the same law, one hour of prior age has the effect found in Remark 1. The area law changes too, even when coupons and part have the same prior age. Setting $x=1$ in (5) for each area, with $s=1$ h, shows that going from 10 to 1 cm² then lengthens the characteristic time 31-fold instead of 46-fold. To use the area law $\eta\propto A^{-1/\beta}$ in design, one must therefore establish at least that the coupons and the part share the same surface condition and history, that ageing and exposure start together, that the nucleation rate per area and $p$ do not themselves change with the size of the part, that pits act independently, and that the power law holds up to the service time.

Numbers in the example were calculated in double precision.
